# Electric-quadrupole strengths within p^N and the decays of oxygen 1S0

## Question

An atom has an open shell $p^N$ outside closed shells. All its states are built with one common radial function for the $p$ orbitals, and $\langle r^2\rangle$ is the mean of $r^2$ in that function. Algebra is in atomic units, where the speed of light is $1/\alpha$. The photon energy is $\omega$ and its wave number is $k=\alpha\omega$. The electric-quadrupole (E2) operator and line strength are

$$Q_q=\sum_i r_i^2C^2_q(i),\qquad S=\sum_{q}\sum_{\text{states}}|\langle f|Q_q|i\rangle|^2 ,$$

where $C^2_q=\sqrt{4\pi/5}\,Y_{2q}$ and the sum runs over all magnetic states of both levels. The initial level has $g$ states.

(a) Derive the E2 emission rate in terms of $S$.

(b) Find the strengths between the terms of $p^1$ and $p^2$.

(c) Extend them to $p^3$, $p^4$ and $p^5$.

(d) The oxygen line at 557.7 nm is the transition $^1S_0\to{}^1D_2$ in $2p^4$. Find its rate, using a Hartree–Fock $\langle r^2\rangle$.

(e) For each lower level of $2p^4$, decide whether $^1S_0$ can reach it by E2, by magnetic dipole (M1), or by no single photon.

(f) Estimate the decays to $^3P$ that need spin-orbit coupling.

## Model answers

### (a) The rate

In a box of volume $V$, the amplitude for emitting a photon of polarization $\mathbf e$ is $\sqrt{2\pi/(\omega V)}\,M$, with $M=\langle f|\sum_i\mathbf e\cdot\mathbf p_i\,e^{-i\mathbf k\cdot\mathbf r_i}|i\rangle$ plus a spin term. The density of photon states is $V\omega^2\alpha^3d\Omega/(2\pi)^3$. The golden rule then gives

$$A=\frac{\alpha^3\omega}{2\pi g}\sum_{i,f}\sum_{\mathbf e}\int d\Omega\,|M|^2 .$$

All $p^N$ states have the same parity, so the leading term of $e^{-i\mathbf k\cdot\mathbf r}\simeq1-i\mathbf k\cdot\mathbf r$ vanishes. The next term contains $(\mathbf e\cdot\mathbf p)(\hat{\mathbf k}\cdot\mathbf r)$, whose factors commute because $\mathbf e\perp\hat{\mathbf k}$. Split it into

$$\tfrac12\big[(\mathbf e\cdot\mathbf p)(\hat{\mathbf k}\cdot\mathbf r)+(\mathbf e\cdot\mathbf r)(\hat{\mathbf k}\cdot\mathbf p)\big]+\tfrac12(\hat{\mathbf k}\times\mathbf e)\cdot(\mathbf r\times\mathbf p).$$

The second part is M1 and is used in (f). For a Hamiltonian $H$ with local potentials, the first bracket is $i[H,(\mathbf e\cdot\mathbf r)(\hat{\mathbf k}\cdot\mathbf r)]$. Since $E_f-E_i=-\omega$, the factors $-ik$, $\tfrac12$ and $-i\omega$ combine to

$$M_{E2}=-\frac{\omega k}{2}\,\mathbf e\cdot\mathsf Q\cdot\hat{\mathbf k},\qquad \mathsf Q_{ab}=\langle f|\sum_i(r_ar_b-\tfrac13\delta_{ab}r^2)_i|i\rangle .$$

Subtracting the trace changes nothing, because $\mathbf e\cdot\hat{\mathbf k}=0$.

The step to this length form needs exact eigenstates of $H$. The $p^N$ states with one common radial function are not exact eigenstates, and between them the first bracket itself vanishes. In the real basis $p_x,p_y,p_z$ its matrix is imaginary and antisymmetric, while a quadrupole within the $p$ shell has a symmetric matrix, as in (b). The E2 rates below therefore come from adopting the length form for approximate states, and the momentum form gives no check on them in this model.

The polarization sum is $|\mathsf Q\hat{\mathbf k}|^2-|\hat{\mathbf k}\cdot\mathsf Q\hat{\mathbf k}|^2$. The direction averages of $\hat k_a\hat k_b$ and $\hat k_a\hat k_b\hat k_c\hat k_d$ are $\delta_{ab}/3$ and $(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})/15$. For symmetric traceless $\mathsf Q$ the angular integral is therefore

$$4\pi\left(\tfrac13-\tfrac2{15}\right)\sum_{ab}|\mathsf Q_{ab}|^2=\frac{4\pi}{5}\sum_{ab}|\mathsf Q_{ab}|^2 .$$

For a unit vector $\mathbf n$, $\sum_{ab}(n_an_b-\delta_{ab}/3)^2=2/3$ while $\sum_q|C^2_q|^2=1$. Rotational invariance fixes the same ratio for all quadrupoles, so $\sum_{ab}|\mathsf Q_{ab}|^2=\tfrac23\sum_q|Q_q|^2$. Hence

$$A=\frac{\alpha^3\omega}{2\pi}\cdot\frac{\omega^2k^2}{4}\cdot\frac{4\pi}{5}\cdot\frac23\,\frac Sg=\frac{(\alpha\omega)^5}{15\,g}\,S .$$

The expansion needs $kr\ll1$. For hydrogen $3d\to1s$, the amplitude with the full plane wave differs from the E2 amplitude by $-1.8\times10^{-5}$, relative to the latter.

### (b) One and two electrons

Use the five real combinations $Q_\mu$ of the $Q_q$; this unitary change leaves $S$ unaltered. In the basis $p_x,p_y,p_z$ each one-electron operator is $\langle r^2\rangle q_\mu$, with $q_\mu$ a real symmetric $3\times3$ matrix. It is traceless because a filled $p$ shell is spherical. For $q=0$, the mean of $C^2_0$ is $2/5$ in $p_z$ and $-1/5$ in $p_x$ and $p_y$. The squares add to $6/25$, and by rotational invariance all five components contribute equally:

$$\sum_\mu\operatorname{Tr}q_\mu^2=\frac65 .$$

Write the strength between two terms, for one spin component, as $c\,\langle r^2\rangle^2$. Then $c=6/5$ for $p^1$. Terms of different spin have $c=0$, because $Q$ does not act on spin.

**$^3P$–$^3P$.** The spatial state is antisymmetric, so two different orbitals are occupied. In the axes that diagonalize $q_\mu$, with eigenvalues $\lambda_a$, the pair $(b,c)$ gives $\lambda_b+\lambda_c=-\lambda_a$. Thus $Q_\mu$ acts as $-q_\mu$ on the three orbital states, and $c=6/5$.

**$^1D$–$^1S$.** The spatial part of $^1S$ is $\frac1{\sqrt3}\sum_a|p_ap_a\rangle$. The two electrons contribute equally because $q_\mu$ is symmetric:

$$Q_\mu|^1S\rangle=\langle r^2\rangle\frac{2}{\sqrt3}\sum_{ab}(q_\mu)_{ab}|p_ap_b\rangle .$$

This is a symmetric traceless combination, hence purely $^1D$. Its squared norm is $\frac43\langle r^2\rangle^2\operatorname{Tr}q_\mu^2$, so $c=\frac43\cdot\frac65=\frac85$. Also $c(^1S,{}^1S)=0$.

**$^1D$–$^1D$.** This follows from a trace rule. Let $\lambda_i$ now be the eigenvalues of $q_\mu$ on the six spin-orbitals, with $\sum_i\lambda_i=0$. Summing $(\sum_{\rm occ}\lambda_i)^2$ over all determinants of $p^N$ gives

$$\binom5{N-1}\sum_i\lambda_i^2+\binom4{N-2}\sum_{i\ne j}\lambda_i\lambda_j=\binom4{N-1}\sum_i\lambda_i^2 .$$

The last step uses $\sum_{i\ne j}\lambda_i\lambda_j=-\sum_i\lambda_i^2$ and $\binom5{N-1}-\binom4{N-2}=\binom4{N-1}$. Summing over $\mu$ and two spins,

$$\sum_{\text{ordered pairs}}(2S_{\rm spin}+1)\,c=\frac{12}{5}\binom4{N-1}.$$

For $N=2$ this reads $3\cdot\frac65+c(^1D,{}^1D)+2\cdot\frac85=\frac{48}5$, so $c(^1D,{}^1D)=14/5$.

### (c) More electrons

Describe the shell by its holes, whose creation operators are $b_j^\dagger=a_j$. A one-electron operator with matrix $h$ becomes

$$\sum_{ij}h_{ij}a_i^\dagger a_j=\operatorname{Tr}h-\sum_{ij}h_{ij}b_j^\dagger b_i ,$$

so holes see $-h^T$. The orbital matrices $l$ are imaginary and antisymmetric in the real basis, hence $-l^T=l$. The spin matrices obey $-s^T=\sigma_ys\sigma_y$, which is a rotation of spin. Holes therefore carry ordinary $L$ and $S$, but their quadrupole matrix is $-q_\mu$. The reversed sign drops out of squares: $p^4$ has the strengths of $p^2$, and $p^5$ that of $p^1$.

At $N=3$ the exchange of particles and holes maps the shell onto itself, commutes with $L$ and $S$, and reverses $Q$. Each of the terms $^4S$, $^2D$, $^2P$ occurs once, so the exchange multiplies each by a phase. A matrix element inside one term then equals its own negative and vanishes. Spin separates $^4S$ from the doublets, which leaves $^2D$–$^2P$. The trace rule gives $2\cdot2c=\frac{12}5\cdot6$, where the factors of 2 count the two orders and the two spin components. Hence $c=18/5$.

### (d) The green line

With $c=8/5$ and $g=1$,

$$S=\frac85\langle r^2\rangle^2,\qquad A=\frac{8}{75}(\alpha\omega)^5\langle r^2\rangle^2 .$$

Nonrelativistic Hartree–Fock for the average of all $2p^4$ states gives $\langle r^2\rangle=0.5605$ Å$^2$ (2.001 a.u.), so

$$S=1.6\times(0.5605)^2=0.503\ \text{Å}^4\quad(6.41\ \text{a.u.}).$$

The wavelength 5577 Å corresponds to $\omega=2.223$ eV and $k=1.1266\times10^{-3}$ Å$^{-1}$. To obtain a rate in s$^{-1}$ with lengths in Å, multiply by the atomic unit of velocity, $\alpha c=2.188\times10^{16}$ Å/s:

$$A=\frac{(1.1266\times10^{-3})^5\times0.5026}{15}\times2.188\times10^{16}\simeq1.33\ \text{s}^{-1}.$$

The partial lifetime is $1/A\simeq0.75$ s. The decay is slow because the electric-dipole term of the amplitude vanishes and the next term carries an extra factor of order $kr$. This factor is small because the atom is small compared with the wavelength: $k\sqrt{\langle r^2\rangle}\approx8\times10^{-4}$.

Orbitals optimized for $^3P$, $^1D$ or $^1S$ alone change the rate to 1.30, 1.37 or 1.49 s$^{-1}$. This spread shows sensitivity to the common-orbital assumption; it is not an error bound. Correlation beyond the $p^4$ configuration is missing and can also change the rate, so 1.3 s$^{-1}$ is the result of this model, not a precise prediction for the atom.

The given wavelength should supply $\omega$. Part (f) shows that the model puts the $^1S$–$^1D$ gap at $9F^2/25=3.27$ eV, with $F^2=9.086$ eV. Using that gap would multiply the rate by $(3.27/2.223)^5\approx7$.

### (e) Which decays are possible

Take the final level to have angular momentum $J'$. A photon of multipole order $K$ carries angular momentum $K$, so from $J=0$ it must have $K=J'$. The parity change is $(-1)^K$ for electric and $(-1)^{K+1}$ for magnetic radiation. Parity does not change here, so $K=1$ must be M1 and $K=2$ must be E2.

There is no photon with $K=0$. A photon moving along $\hat{\mathbf k}$ has angular momentum $\pm1$ along that direction, whereas a transition $0\to0$ can supply none.

- $^1S_0\to{}^1D_2$: E2, allowed without spin-orbit coupling.
- $^1S_0\to{}^3P_2$: E2, requiring a change of spin.
- $^1S_0\to{}^3P_1$: M1, requiring a change of spin.
- $^1S_0\to{}^3P_0$: strictly forbidden for one photon, at every multipole order.

These assignments use total angular momentum and parity, so spin-orbit coupling does not alter them. They assume a free atom with a spinless nucleus. A nuclear spin or an external field can mix levels of different electronic $J$. Two photons can have cancelling angular momenta, so two-photon emission to $^3P_0$ is not excluded by this argument.

### (f) Decays to the triplet

**Energy gaps.** With a common radial function, the part of the electron repulsion that separates the terms is $F^2\sum_{i<j}\sum_\mu q_\mu(i)q_\mu(j)$, where $F^2$ is the $2p$–$2p$ Slater integral. Completing the square gives $\frac12F^2\sum_\mu Q_\mu^2/\langle r^2\rangle^2$ plus a constant for given $N$. The mean of $\sum_\mu Q_\mu^2/\langle r^2\rangle^2$ in a term is the sum of its $c$ values divided by $2L+1$:

$$^3P:\ \frac{6/5}{3}=\frac25,\qquad {}^1D:\ \frac{14/5+8/5}{5}=\frac{22}{25},\qquad {}^1S:\ \frac85 .$$

Therefore $E_D-E_P=\frac6{25}F^2$ and $E_S-E_P=\frac35F^2$.

**Mixing.** Let $V=\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$. By the rule of (c), two holes see $-V$, and the sign does not affect the leading-order strengths below. In $^1S_0$ the total $L$ and $S$ vanish, so both holes contribute equally and $V|^1S_0\rangle=-2\zeta\,\mathbf l_1\cdot\mathbf s_1|^1S_0\rangle$. Either hole is spread evenly over six spin-orbitals. Four of them have $\mathbf l\cdot\mathbf s=\frac12$ and two have $-1$, so the mean is 0 and the mean square is $\frac12$. The squared norm of $V|^1S_0\rangle$ is thus $4\zeta^2\cdot\frac12=2\zeta^2$. Since $V$ conserves $J$, this vector is entirely $^3P_0$.

**M1 to $^3P_1$.** Adding the spin interaction to the magnetic part in (a) gives $M_{M1}=-\frac{ik}2(\hat{\mathbf k}\times\mathbf e)\cdot(\mathbf L+2\mathbf S)$. The polarization and angle sum is $8\pi/3$ times the strength $S_{M1}$ of $\mathbf L+2\mathbf S$, so

$$A_{M1}=\frac{\alpha^3\omega}{2\pi}\cdot\frac{k^2}{4}\cdot\frac{8\pi}{3}\,\frac{S_{M1}}g=\frac{(\alpha\omega)^3\alpha^2}{3g}S_{M1}.$$

On $^3P_0$, $\mathbf L+2\mathbf S=\mathbf J+\mathbf S$ acts as $\mathbf S$. It leads to $^3P_1$ with strength $\langle\mathbf S^2\rangle=2$. To leading order in $\zeta$,

$$S_{M1}=2\cdot\frac{2\zeta^2}{(3F^2/5)^2}=\frac{100}{9}\left(\frac{\zeta}{F^2}\right)^2 .$$

**E2 to $^3P_2$.** There are two paths: $^1S_0$ acquires some $^3P_0$, and $^3P_2$ acquires some $^1D_2$. First-order perturbation theory gives

$$T_\mu=\frac{\langle{}^3P_2|Q_\mu V|^1S_0\rangle}{E_S-E_P}-\frac{\langle{}^3P_2|VQ_\mu|^1S_0\rangle}{E_D-E_P}.$$

The commutator $[V,Q_\mu]$ contains $[l_k,q_\mu]$, which is a rotated quadrupole. From $L=0$ it can reach $L=2$ but not $P$, so the two numerators are equal. The paths partly cancel:

$$\frac1{E_S-E_P}-\frac1{E_D-E_P}=\frac1{F^2}\left(\frac53-\frac{25}6\right)=-\frac5{2F^2}.$$

For the numerator, write $|^3P_0\rangle=\frac1{\sqrt3}\sum_a|P_a\sigma_a\rangle$ up to a phase, with Cartesian orbital and spin states. Applying $Q_\mu$ gives a symmetric traceless combination, hence $^3P_2$, with total strength $\frac13\cdot\frac65\langle r^2\rangle^2=\frac25\langle r^2\rangle^2$. Thus

$$S_{E2}=\frac{25}{4(F^2)^2}\cdot2\zeta^2\cdot\frac25\langle r^2\rangle^2=5\left(\frac{\zeta\langle r^2\rangle}{F^2}\right)^2 .$$

**Numbers.** Take $\zeta=0.020$ eV as a round model parameter. Then $\zeta/F^2=2.20\times10^{-3}$, and the formulas give $S_{M1}=5.38\times10^{-5}$ and $S_{E2}=7.6\times10^{-6}$ Å$^4$. Diagonalizing the $p^4$ Hamiltonian with this $\zeta$ gives $5.42\times10^{-5}$ and $7.46\times10^{-6}$ Å$^4$; the small differences are of higher order in $\zeta$. The strengths forbidden in (e) vanish to rounding accuracy.

With a rough photon energy of 4.2 eV for both ultraviolet lines, the rates are about $0.06$ s$^{-1}$ for M1 and $5\times10^{-4}$ s$^{-1}$ for E2. The green line then takes about 96 % of the one-photon decays in this estimate. The model's $^1S$–$^3P$ gap, $\frac35F^2=5.45$ eV, exceeds the rough photon energy. Replacing it by 4.2 eV in the mixing would raise the M1 rate by $(5.45/4.2)^2\approx1.7$, so the ultraviolet rates are order-of-magnitude estimates. The green line remains dominant after that change.

## Table of computed values

```
Angular factors c = S/<r^2>^2 per spin component (no unit)
  p1 2P-2P: 1.2000
  p2 3P-3P: 1.2000
  p2 1D-1D: 2.8000
  p2 1D-1S: 1.6000
  p3 2D-2P: 3.6000
  p3 2D-2D: 0.0000
  p3 2P-2P: 0.0000
  p4 3P-3P: 1.2000
  p4 1D-1D: 2.8000
  p4 1D-1S: 1.6000
  p5 2P-2P: 1.2000
Average-configuration HF energy: -2034.569 eV
Slater integral F2(2p,2p): 9.086 eV
<r^2> of 2p, average HF: 0.5605 angstrom^2
  same, converted: 2.0014 a.u.
Green-line wavelength (input): 5577.0 angstrom
Green-line photon energy: 2.2231 eV
alpha*omega (wave number): 1.12662e-03 1/angstrom
E2 strength 1S0-1D2: 0.5026 angstrom^4
  same, converted: 6.4090 a.u.
E2 rate 1S0-1D2: 1.330 1/s
Partial lifetime for this decay: 0.752 s
3P orbitals: <r^2> = 0.5531 angstrom^2, green rate = 1.296 1/s
1D orbitals: <r^2> = 0.5681 angstrom^2, green rate = 1.367 1/s
1S orbitals: <r^2> = 0.5922 angstrom^2, green rate = 1.485 1/s
Spin-orbit parameter zeta (model): 0.020 eV
Strengths from 1S0 (E2 in angstrom^4; M1 of L+2S, no unit)
  to 1D2: E2 = 5.026e-01, M1 = 2.109e-26
  to 3P2: E2 = 7.456e-06, M1 = 1.495e-25
  to 3P1: E2 = 4.398e-26, M1 = 5.423e-05
  to 3P0: E2 = 2.816e-27, M1 = 1.587e-26
Ultraviolet photon energy (rough input): 4.2 eV
M1 rate 1S0-3P1, rough: 5.7e-02 1/s
E2 rate 1S0-3P2, rough: 4.8e-04 1/s
Green-line share of the one-photon decays, rough: 96 %
Retarded/E2 amplitude ratio minus 1, H 3d-1s: -1.8e-05 (no unit)
```
